# Static Screened Bethe–Salpeter Products in an Auxiliary Basis

## Definitions and conventions

The system is a closed-shell molecule with real spatial orbitals $\phi_p$. Indices $i,j$ are occupied, $a,b$ virtual, and $p,q,r,s$ arbitrary. There are $o$ occupied orbitals, $v$ virtual orbitals and $M$ auxiliary functions $\chi_P$; $N$ stands for any of these numbers when they grow together. The bare interaction energy of two electrons is

$$g(\mathbf r,\mathbf r')=\frac{e^2}{4\pi\varepsilon_0|\mathbf r-\mathbf r'|},\qquad (pq|rs)=\iint \phi_p\phi_q(\mathbf r)\,g(\mathbf r,\mathbf r')\,\phi_r\phi_s(\mathbf r')\,d\mathbf r\,d\mathbf r'.$$

Two sets of orbital energies occur. Mean-field energies $\varepsilon_p$ determine the screening; quasiparticle energies $E_p$ enter the electron–hole Hamiltonian. They may coincide, but the code should keep them as separate inputs.

The static Bethe–Salpeter matrices are taken as the starting point:

$$A_{ia,jb}=\delta_{ij}\delta_{ab}(E_a-E_i)+\kappa(ia|jb)-W_{ij,ab},$$
$$B_{ia,jb}=\kappa(ia|jb)-W_{ib,aj}.$$

The term with $\kappa$ is the Hartree coupling between transition densities. It has the same value for every combination of the two pair spins. Between the singlet combinations $(\uparrow\uparrow+\downarrow\downarrow)/\sqrt2$ the four contributions add to $4/2=2$; between the triplet combinations $(\uparrow\uparrow-\downarrow\downarrow)/\sqrt2$ they cancel. Hence $\kappa=2$ for singlets and $\kappa=0$ for triplets. The screened term conserves the spin of each particle and has factor 1 in both cases. In $A$ it is the electron–hole attraction.

The excitation energies $\Omega$ follow from $AX+BY=\Omega X$ and $BX+AY=-\Omega Y$. Adding and subtracting these gives

$$(A+B)(X+Y)=\Omega(X-Y),\qquad (A-B)(X-Y)=\Omega(X+Y).\tag{1}$$

Using a static $W$ assumes that screening follows the electron–hole pair without delay. That assumption is part of the model and is not examined here.

## Fitted integrals

Approximate an orbital product by $\phi_p\phi_q\approx\sum_P c_P\chi_P$. With $V_{PQ}=(P|Q)$, the Coulomb self-energy of the fitting error is, up to a factor $1/2$,

$$(pq|pq)-2\sum_P c_P(P|pq)+\sum_{PQ}c_PV_{PQ}c_Q .$$

Setting its derivative with respect to $c_P$ to zero gives $\sum_Q V_{PQ}c_Q=(P|pq)$. The interaction of two fitted products is then

$$(pq|rs)\approx\sum_{PQ}(pq|P)(V^{-1})_{PQ}(Q|rs).$$

Factor $V=LL^T$, so that $V^{-1}=L^{-T}L^{-1}$, and define

$$b^P_{pq}=\sum_Q(L^{-1})_{PQ}(Q|pq),\qquad (pq|rs)\approx\sum_P b^P_{pq}b^P_{rs}.\tag{2}$$

Each $b$ has the unit of the square root of an energy. Real orbitals give $b^P_{pq}=b^P_{qp}$.

The choice of factor does not matter. If $K^TK=V^{-1}$, then $U=KL$ satisfies $U^TU=L^TV^{-1}L=1$. Replacing $L^{-1}$ by $K$ therefore only rotates the index $P$. The symmetric root $V^{-1/2}$ is one such $K$.

## Static screening

Let a weak static potential energy $u(\mathbf r)$ act on every electron. First-order perturbation theory gives the virtual part of the orbital change,

$$\delta\phi_i=\sum_a\phi_a\frac{u_{ai}}{\varepsilon_i-\varepsilon_a}.$$

Mixing among occupied orbitals has antisymmetric coefficients and cancels from the density. Each spatial orbital holds two electrons, and $\delta(\phi_i^2)=2\phi_i\delta\phi_i$, so

$$\delta n(\mathbf r)=4\sum_{ia}\phi_i(\mathbf r)\phi_a(\mathbf r)\frac{u_{ia}}{\varepsilon_i-\varepsilon_a}.$$

The factor 4 is two spins times the two orders $ia$ and $ai$.

In the random-phase approximation (RPA) the electrons respond to the total potential, which is the source potential plus the Hartree potential of $\delta n$. Take $\phi_r\phi_s$ as the source and let $W_{pq,rs}$ be the matrix element of the total potential between $\phi_p$ and $\phi_q$. Then

$$W_{pq,rs}=(pq|rs)+4\sum_{ia}(pq|ia)\frac{W_{ia,rs}}{\varepsilon_i-\varepsilon_a}.\tag{3}$$

Insert (2). Both terms on the right contain $b^P_{pq}$, so $W_{pq,rs}=\sum_P b^P_{pq}y^P$ with

$$y^P=b^P_{rs}+4\sum_{ia}\frac{b^P_{ia}}{\varepsilon_i-\varepsilon_a}\sum_Q b^Q_{ia}y^Q .$$

The sum over $ia$ defines the symmetrized polarizability, which is dimensionless:

$$\Pi_{PQ}=4\sum_{ia}\frac{b^P_{ia}b^Q_{ia}}{\varepsilon_i-\varepsilon_a}.\tag{4}$$

The equation for $y$ is now $(1-\Pi)y=b_{rs}$, and therefore

$$W_{pq,rs}=\sum_{PQ}b^P_{pq}S_{PQ}b^Q_{rs},\qquad S=(1-\Pi)^{-1}.\tag{5}$$

Once the bare integrals have been replaced by (2), equation (5) solves (3) without further approximation.

For any real vector $x$ and a positive gap,

$$x^T\Pi x=-4\sum_{ia}\frac{\left(\sum_P x_Pb^P_{ia}\right)^2}{\varepsilon_a-\varepsilon_i}\le0 .$$

The eigenvalues of $1-\Pi$ are thus at least 1, and those of $S$ lie between 0 and 1. A Cholesky factorization of $1-\Pi$ is safe, and $W_{pq,pq}\le(pq|pq)$ within the fitted integrals. This argument gives no such bound when the two pairs differ.

As all gaps grow, $\Pi\to0$ and $W$ returns to the bare interaction. Smaller gaps make $-\Pi$ larger and lower every $W_{pq,pq}$ or leave it unchanged.

## Products with trial vectors

Only two blocks need to be dressed:

$$w^P_{ij}=\sum_QS_{PQ}b^Q_{ij},\qquad w^P_{ia}=\sum_QS_{PQ}b^Q_{ia}.$$

Since $S$ is symmetric, it can be attached to either side of (5):

$$W_{ij,ab}=\sum_Pw^P_{ij}b^P_{ab},\qquad W_{ib,aj}=\sum_Pb^P_{ib}w^P_{ja}.$$

The large virtual–virtual block stays bare. For a trial vector $X_{jb}$, the Hartree part separates through one number per auxiliary function:

$$\rho_P=\sum_{jb}b^P_{jb}X_{jb},\qquad \kappa\sum_{jb}(ia|jb)X_{jb}=\kappa\sum_Pb^P_{ia}\rho_P.$$

In the screened term of $A$, the sum over $b$ is done first:

$$H^P_{ja}=\sum_bX_{jb}b^P_{ba},\qquad \sum_{jb}W_{ij,ab}X_{jb}=\sum_{Pj}w^P_{ij}H^P_{ja}.$$

The term in $B$ pairs the indices differently, but the same order of summation works:

$$G^P_{ij}=\sum_bb^P_{ib}X_{jb},\qquad \sum_{jb}W_{ib,aj}X_{jb}=\sum_{Pj}G^P_{ij}w^P_{ja}.$$

The complete scheme is:

```
setup:
  V = L L^T
  b = L^-1 (P|pq)               blocks ij, ia, ab
  Pi[P,Q] = 4 sum_ia b[P,i,a] b[Q,i,a] / (eps_i - eps_a)
  S = inverse(1 - Pi)           by Cholesky
  w_oo = S b_oo ;  w_ov = S b_ov

product(X, kappa):
  rho[P]    = sum_jb b_ov[P,j,b] X[j,b]
  F[i,a]    = kappa sum_P rho[P] b_ov[P,i,a]
  H[P,j,a]  = sum_b X[j,b] b_vv[P,b,a]
  G[P,i,j]  = sum_b b_ov[P,i,b] X[j,b]
  AX[i,a]   = (E_a - E_i) X[i,a] + F[i,a]
              - sum_Pj w_oo[P,i,j] H[P,j,a]
  BX[i,a]   = F[i,a] - sum_Pj G[P,i,j] w_ov[P,j,a]
  return AX, BX
```

The intermediate $H$ has $Mov$ elements. Since $P$ is summed at the end, it can be processed in batches if memory is short.

## Solving for the lowest roots

Let the columns of $Q$ be orthonormal trial vectors, and form $K_\pm=Q^T(A\pm B)Q$ from the products. Write $X+Y=Qp$ and $X-Y=Qq$. Projecting (1) gives $K_+p=\Omega q$ and $K_-q=\Omega p$, hence $K_-K_+p=\Omega^2p$. If $K_-=\Lambda\Lambda^T$ is positive definite, setting $p=\Lambda t$ and removing $\Lambda$ from the left gives a symmetric problem:

$$\Lambda^TK_+\Lambda\,t=\Omega^2t .$$

With $t^Tt=1$, choose $p=\Lambda t/\sqrt\Omega$ and $q=K_+p/\Omega$. Then $p^Tq=t^T\Lambda^TK_+\Lambda t/\Omega^2=1$, which is the normalization $X^TX-Y^TY=1$.

The residuals are

$$r_1=(A+B)Qp-\Omega Qq,\qquad r_2=(A-B)Qq-\Omega Qp .$$

Each is divided by $E_a-E_i-\Omega$, orthogonalized against $Q$ and appended. Denominators smaller than 1 eV in magnitude are replaced by 1 eV. This preconditioner is a heuristic: it affects how the space grows, not the equations that a converged root satisfies.

## Cost and storage

Counting the multiplications in the pseudocode, with $F$ formed separately for each product, gives

$$C_A=M(ov^2+o^2v+2ov)+2ov,\qquad C_B=M(2o^2v+2ov)+ov .$$

Both are fourth order. In the setup, forming $\Pi$ and dressing the two blocks takes about $M^2(2ov+o^2)$ multiplications, also fourth order, as are the integral transformation and the multiplication by $L^{-1}$. Factorizing $V$ and inverting $1-\Pi$ are third order.

Multiplying a vector by a stored $A$ takes $(ov)^2$ multiplications, which is fourth order too. The matrix-free form avoids the construction of $W_{ij,ab}$, which takes $Mo^2v^2$ multiplications and is fifth order, and the fourth-order storage.

This gain appears only above a certain size. Dense construction of the Hartree term and both screened terms takes $3Mo^2v^2$ multiplications if permutation symmetry is not used. For $k$ trial vectors the leading matrix-free cost is $kM(ov^2+3o^2v)$. Neglecting the products with the stored matrices, the matrix-free form needs fewer multiplications when

$$k(v+3o)<3ov .\tag{6}$$

The three-index arrays hold $M(o+v)^2$ numbers, against $2(ov)^2$ for dense $A$ and $B$.

## Worked example: formaldehyde

The molecule has the planar geometry listed in the output, with the cc-pVDZ basis, the cc-pVDZ-JKFIT auxiliary basis and density-fitted Hartree–Fock orbitals. Hartree–Fock energies are used for both $\varepsilon$ and $E$. This choice isolates the algorithm and is not meant to predict the measured spectrum; for that purpose $E$ would come from a GW calculation.

Here $o=8$, $v=30$ and $M=186$. The gap between the highest occupied orbital (H) and the lowest virtual orbital (L) is $3.736-(-11.819)=15.555$ eV.

The eigenvalues of $1-\Pi$ run from 1.000 to 2.575, so the inversion is well conditioned. The most negative eigenvalue of $\Pi$ is $1-2.575=-1.575$. Its magnitude exceeds 1, so the series $1+\Pi+\Pi^2+\dots$ diverges here, as does the undamped iteration $y\leftarrow b+\Pi y$ whenever $b$ has a component along an eigenvector of $\Pi$ with eigenvalue below $-1$. The direct solution is unaffected.

Screening lowers the repulsion $(HH|HH)$ from 14.16 to 11.60 eV, and the interaction $(HH|LL)$ from 11.11 to 9.65 eV. The second change raises the diagonal element of $A$ for the pair H→L by $11.11-9.65=1.46$ eV.

The lowest three roots are:

- screened singlets: 6.46, 10.47 and 11.33 eV
- screened triplets: 5.66, 6.95 and 9.50 eV
- singlets with the bare interaction in place of $W$: 4.44, 9.74 and 9.75 eV.

The lowest screened singlet is $1.035\times10^{-18}$ J. It lies $6.46-4.44=2.02$ eV above its bare counterpart. This differs from 1.46 eV because a root depends on all elements of $A$ and $B$, not on one diagonal element.

These numbers belong to the cc-pVDZ basis and are not converged with respect to it. With exact integrals, cc-pVTZ gives a gap of 15.25 eV, a screened $(HH|LL)$ of 9.17 eV and screened singlets at 6.50, 9.97 and 11.19 eV; aug-cc-pVDZ gives a gap of 12.90 eV and screened singlets at 6.43, 8.61 and 9.59 eV. The lowest root of each of the three sets moves by about 0.06 eV or less, while the higher roots move by up to 0.5 eV in cc-pVTZ and 1.9 eV in aug-cc-pVDZ. The largest eigenvalue of $1-\Pi$ becomes 2.60 in both bases.

One product $AX$ takes

$$186\,(7200+1920+480)+480=1\,786\,080$$

multiplications, and one product $BX$ takes 803,760. Starting from the 16 unit vectors with the smallest $E_a-E_i$ and stopping at residual norms below $10^{-5}$ eV, the singlet run used 64 trial vectors out of a possible 240, or $64\times2\,589\,840\approx1.66\times10^8$ multiplications.

The dense route would need $3\times10\,713\,600$ for construction and $64\times2\times240^2$ for the products, together about $4.0\times10^7$. For this molecule the matrix-free route is therefore about four times more expensive by this count. It also stores more: 268,584 numbers against 115,200.

Keep the ratio $v/o=3.75$ and $k=64$. Condition (6) then becomes $64\times6.75\,o<11.25\,o^2$, or $o>38$. With $M/o=23.25$ also fixed, the storage condition $M(o+v)^2<2(ov)^2$ becomes $23.25\times4.75^2\,o^3<2\times3.75^2\,o^4$, or $o\ge19$. Both thresholds are estimates for these ratios; the first also assumes that the number of trial vectors does not grow.

When $o$, $v$ and $M$ were all doubled from a small size, the counted multiplications grew with exponents 3.89 for $AX$ and 3.80 for $BX$. They fall below 4 because the Hartree terms $2Mov$ are third order and still contribute at those sizes. The dense construction gave 5.00.

## Stability and failure modes

**Dependent auxiliary functions.** In the example the delicate inversion is that of $V$, whose condition number is about $3\times10^6$, against 2.6 for $1-\Pi$. If $V$ is nearly singular, its Cholesky factorization loses accuracy or fails. One can then diagonalize $V$, discard eigenvalues below a threshold and use $K=s^{-1/2}U^T$, where $s$ and $U$ hold the retained eigenvalues and eigenvectors. The bound on $1-\Pi$ survives, because its proof does not depend on how $b$ was made.

**Small or vanishing gaps.** The bound on $1-\Pi$ uses $\varepsilon_a>\varepsilon_i$ for all pairs; formula (4) itself needs only non-zero gaps. It diverges when a coupled pair becomes degenerate, and a negative gap destroys the proof that $1-\Pi$ is positive. Fractional occupations need a different response formula.

**Complex orbitals.** The factor 4 and the exchange of indices in $b$ and $w$ use real orbitals. For complex orbitals and real auxiliary functions, the terms $ia$ and $ai$ in the static response are complex conjugates, so the product in (4) becomes $\mathrm{Re}\,(b^P_{ia}b^{Q*}_{ia})$ and the factor 4 remains. In $A$ and $B$ the order of the indices and the conjugates must then be kept.

**Loss of positivity in the pair problem.** A positive $S$ does not make $A\pm B$ positive. If the factorization of $K_-$ fails, the reduction given above is unavailable. When $K_+=\Gamma\Gamma^T$ is positive definite the roles can be exchanged, giving $\Gamma^TK_-\Gamma\,t=\Omega^2t$, and a negative eigenvalue of $K_-$ then means a negative $\Omega^2$. If $K_-$ is positive but $K_+$ has a negative eigenvalue, then $\Lambda^TK_+\Lambda$ has one too, and the projected $\Omega$ is imaginary. The solver should report this and not take the absolute value.

**Skipped roots.** A small residual shows that a root has been found, not that no lower root was missed. If molecular symmetry is respected, a symmetry species absent from the starting vectors cannot enter later in exact arithmetic, since the products and the preconditioner preserve it, and rounding errors cannot be relied on to bring it in. Skipping can occur in other ways too, and it did in this example. When only three roots were requested in the run with the bare interaction, the solver met its residual threshold but returned 4.44, 9.75 and 10.34 eV, missing the totally symmetric root at 9.74 eV even though its species was present among the starting vectors. New vectors come only from the residuals of the roots being followed, and these stay within their own species, so a species whose projected root lies outside the requested set is not improved. With starting vectors slightly perturbed so that they mix the species, the three-root run found the correct set. The bare-interaction values quoted above come from a run with the unperturbed starting vectors that converges six roots and keeps three, which agree with complete diagonalization. Requesting one extra root was enough here, but extra roots give no guarantee, so a complete diagonalization on a small molecule is a useful check.

**Fitting error.** With the same orbitals and orbital energies, replacing the fitted integrals by exact four-index integrals changes the three lowest singlets by at most 0.65 meV and the triplets by at most 0.40 meV. These figures measure the fitting error in the kernel alone; the effect of density fitting on the Hartree–Fock orbitals and energies, which were held fixed, is not included. They say nothing about the errors of the orbital basis, the orbital energies or the static approximation.

The numerical check compares $W$ with the self-consistent Hartree response to a small test charge, and the products with independently built dense matrices.

## Numbers as computed

```
Formaldehyde, cc-pVDZ / cc-pVDZ-JKFIT, Hartree-Fock orbitals
atom C: x, y, z = (0, 0, 0) angstrom
atom O: x, y, z = (0, 0, 1.2) angstrom
atom H: x, y, z = (0, 0.94, -0.59) angstrom
atom H: x, y, z = (0, -0.94, -0.59) angstrom
Hartree energy from e, eps0, a0: 27.211386 eV
occupied o = 8, virtual v = 30, auxiliary M = 186
HOMO energy: -11.8193 eV
LUMO energy: 3.7360 eV
HOMO-LUMO gap: 15.5553 eV
1-Pi smallest eigenvalue: 1.000000
1-Pi largest eigenvalue: 2.5751
bare (HH|HH): 14.1614 eV
screened W_HH,HH: 11.5987 eV
bare (HH|LL): 11.1085 eV
screened W_HH,LL: 9.6482 eV
W formula vs test-charge response: 3.8e-10 eV
W, Cholesky vs symmetric root: 5.6e-13 eV
A, B products vs dense matrices: 4.5e-13 eV
subspace roots vs dense roots: 8.6e-13 eV
BSE singlet energies: 6.4596, 10.4721, 11.3325 eV
  trial vectors used: 64 of 240
  largest RI error: 0.649 meV
BSE triplet energies: 5.6632, 6.9525, 9.5013 eV
  trial vectors used: 58 of 240
  largest RI error: 0.396 meV
lowest BSE singlet: 1.0349e-18 J
unscreened (W = v) singlets: 4.4416, 9.7436, 9.7534 eV
external TDHF, complete: 4.4416, 9.7436, 9.7534 eV
external TDHF, iterative, 6 states: 4.4416, 9.7436, 9.7534 eV
unscreened A, B vs external TDHF: 2.3e-13 eV
unscreened roots vs complete TDHF: 4.1e-12 eV
numbers stored for dense A and B: 115200
numbers stored in three-index tensors: 268584
multiplications, one product AX: 1786080
multiplications, one product BX: 803760
multiplications, building dense W_ij,ab: 10713600
measured growth exponents when o, v, M all double:
  AX: 3.888
  BX: 3.803
  Pi and dressing: 3.990
  dense W_ij,ab: 5.000
```
